# Exact Block Diagonalization of the Dirac Matrix and the Riccati Equation

An electron moving near a heavy nucleus is described by a four-component Dirac spinor. Its upper two components $\phi$ and lower two components $\chi$ are coupled by the momentum. Measuring the energy $E$ from the rest energy, and using Hartree atomic units, we have

$$V\phi+c\,\boldsymbol\sigma\cdot\mathbf p\,\chi=E\phi,\qquad c\,\boldsymbol\sigma\cdot\mathbf p\,\phi+(V-2c^2)\chi=E\chi .$$

The spectrum contains electronic states and, roughly $2c^2$ below them, negative-energy states. A two-component theory keeps the electronic energies and drops the rest. One way to obtain it as an ordinary Hermitian eigenvalue problem is a unitary transformation after which the upper and lower spaces no longer communicate. The question is which condition such a transformation must satisfy.

## Setting and theorem

Expand $\phi$ in $n$ and $\chi$ in $m$ orthonormal functions. The Hamiltonian becomes a finite Hermitian matrix

$$H=\begin{pmatrix}H_{LL}&H_{LS}\\H_{SL}&H_{SS}\end{pmatrix},\qquad H_{LS}=H_{SL}^\dagger ,$$

where $L$ labels the upper (large) space and $S$ the lower (small) space. Nothing else about $H$ is assumed until the Dirac case is taken up again. Non-orthogonal basis functions must first be orthonormalized within each space. For any finite $m\times n$ matrix $X$, define

$$R_+=(1+X^\dagger X)^{-1/2},\qquad R_-=(1+XX^\dagger)^{-1/2},$$

$$W=\begin{pmatrix}R_+&-X^\dagger R_-\\XR_+&R_-\end{pmatrix},$$

$$Q(X)=H_{SL}+H_{SS}X-XH_{LL}-XH_{LS}X .$$

**Theorem.** $W$ is unitary for every $X$. The off-diagonal blocks of $W^\dagger HW$ vanish if and only if $Q(X)=0$, which is the Riccati equation.

The matrix $X$ produces a lower component $Xu$ from an upper component $u$. The factors $R_\pm$, called renormalizers, restore the norm that this addition changes.

## Lemma 1: unitarity

For any $u$,

$$u^\dagger(1+X^\dagger X)u=\|u\|^2+\|Xu\|^2\ge\|u\|^2 .$$

All eigenvalues of the Hermitian matrix $1+X^\dagger X$ are therefore at least 1. The same holds for $1+XX^\dagger$. Their positive inverse square roots $R_\pm$ exist, are Hermitian and invertible, and have norm at most 1.

Now let

$$G=\begin{pmatrix}1&-X^\dagger\\X&1\end{pmatrix}.$$

Its first block column contains the vectors $(u,Xu)$ and its second the vectors $(-X^\dagger v,v)$. They are orthogonal, because $-u^\dagger X^\dagger v+(Xu)^\dagger v=0$. Multiplication gives

$$G^\dagger G=\begin{pmatrix}1&X^\dagger\\-X&1\end{pmatrix}\begin{pmatrix}1&-X^\dagger\\X&1\end{pmatrix}
=\begin{pmatrix}1+X^\dagger X&0\\0&1+XX^\dagger\end{pmatrix}.$$

With $R=\mathrm{diag}(R_+,R_-)$ this reads $G^\dagger G=R^{-2}$, and $W=GR$. Hence $W^\dagger W=R\,R^{-2}R=1$. Since $W$ is a finite square matrix, $WW^\dagger=1$ as well. $\square$

## Lemma 2: the off-diagonal block

The identity

$$(W^\dagger HW)_{SL}=R_-\,Q(X)\,R_+$$

holds for every $X$. To prove it, apply $H$ to the first block column of $W$:

$$H\begin{pmatrix}1\\X\end{pmatrix}R_+=\begin{pmatrix}H_{LL}+H_{LS}X\\H_{SL}+H_{SS}X\end{pmatrix}R_+ .$$

The adjoint of the second block column is $R_-(-X,\;1)$. Multiplying from the left gives

$$R_-\left[-XH_{LL}-XH_{LS}X+H_{SL}+H_{SS}X\right]R_+=R_-Q(X)R_+ .\qquad\square$$

## Proof of the theorem

Lemma 1 gives unitarity. If $Q=0$, Lemma 2 makes the $SL$ block zero. If the $SL$ block is zero, multiplication by $R_-^{-1}$ from the left and $R_+^{-1}$ from the right gives $Q=0$. The $LS$ block is the adjoint of the $SL$ block because $W^\dagger HW$ is Hermitian, so both vanish together. $\square$

The equivalence also has a quantitative form. In the spectral norm, $\|R_\pm\|\le1$ and $\|R_\pm^{-1}\|\le(1+\|X\|^2)^{1/2}$. Lemma 2 and its inverse then give

$$\frac{\|Q\|}{1+\|X\|^2}\le\|(W^\dagger HW)_{SL}\|\le\|Q\| .$$

A small residual thus guarantees a small coupling. If $\|X\|$ is large, however, a small coupling need not mean an equally small residual.

**A case by hand.** Take $n=m=1$, $H_{LL}=0$, $H_{LS}=2$ and $H_{SS}=-3$ hartree. The equation is $2-3x-2x^2=0$, with roots $x=\tfrac12$ and $x=-2$. For $x=\tfrac12$, $R_+=1/\sqrt{1.25}=0.8944$, and the upper and lower energies are $1$ and $-4$ hartree. For $x=-2$ they are exchanged. The trial value $x=0.4$ is not a root: $Q=2-1.2-0.32=0.48$ hartree, and the remaining coupling is $0.48/(1+0.16)=0.4138$ hartree.

## The decoupled Hamiltonians

Let $L=H_{LL}+H_{LS}X$ when used as a matrix. The equation

$$H\begin{pmatrix}1\\X\end{pmatrix}=\begin{pmatrix}1\\X\end{pmatrix}L$$

is satisfied in its upper row by definition. Its lower row is $H_{SL}+H_{SS}X=XH_{LL}+XH_{LS}X$, which is $Q=0$. The Riccati equation therefore says that $H$ maps the set of vectors $(u,Xu)$ into itself. For a solution, the upper block is

$$H_+=R_+(1,\;X^\dagger)H\begin{pmatrix}1\\X\end{pmatrix}R_+=R_+(1+X^\dagger X)LR_+=R_+^{-1}LR_+ .$$

For the lower block, set $M=H_{SS}-H_{SL}X^\dagger$. The adjoint equation $Q^\dagger=0$ is

$$H_{LS}+X^\dagger H_{SS}-H_{LL}X^\dagger-X^\dagger H_{SL}X^\dagger=0,$$

or $H_{LS}-H_{LL}X^\dagger=-X^\dagger M$. Hence $H(-X^\dagger;1)=(-X^\dagger;1)M$, where the semicolon separates block rows, and

$$H_-=R_-(XX^\dagger+1)MR_-=R_-^{-1}MR_- .$$

$L$ has the same eigenvalues as $H_+$ but need not be Hermitian. The renormalizers turn it into a Hermitian matrix. Because $W$ is unitary, $H_+$ and $H_-$ together carry the whole spectrum of $H$.

## Proposition: which states a solution selects

Solutions of $Q=0$ correspond one to one to $n$-dimensional invariant subspaces of $H$ whose projection on the upper space is invertible.

**Proof.** A solution defines the invariant subspace of vectors $(u,Xu)$, and the projection $(u,Xu)\mapsto u$ is invertible. Conversely, take $n$ orthonormal eigenvectors spanning such a subspace, with upper blocks $C_L$, lower blocks $C_S$ and diagonal eigenvalue matrix $\varepsilon$. Put $X=C_SC_L^{-1}$. Then

$$H\begin{pmatrix}1\\X\end{pmatrix}=H\begin{pmatrix}C_L\\C_S\end{pmatrix}C_L^{-1}=\begin{pmatrix}1\\X\end{pmatrix}C_L\varepsilon C_L^{-1}.$$

The upper row identifies $L=C_L\varepsilon C_L^{-1}$, and the lower row is then $Q=0$. The subspace fixes $X$, because each $u$ has a single partner $Xu$ in it. $\square$

The Riccati equation alone does not know which states are electronic. For a random complex matrix with $n=4$ and $m=3$, each of the $\binom74=35$ choices of eigenvectors gave a solution, and each decoupled the matrix.

A choice fails when $C_L$ is singular, since the subspace then contains a vector $(0,v)$ that no finite $X$ can produce. For example, if $H$ is already diagonal with two different entries, no finite $x$ exchanges its two states.

**When the electronic solution exists.** Suppose that $n$ eigenvalues of $H$ lie at or above some $\mu$, while every eigenvalue of $H_{SS}$ lies below $\mu$. Then the $X$ of those $n$ states exists. Indeed, a normalized vector $(0,v)$ in their span would have energy $v^\dagger H_{SS}v<\mu$, whereas every normalized vector in that span has energy at least $\mu$. For the Dirac matrix with an attractive potential, $H_{SS}=V_S-2c^2$ lies below $-2c^2$. It is thus enough that $n$ eigenvalues lie above $-2c^2$.

**Remaining freedom.** Let $U$ be another unitary matrix whose first $n$ columns span the same invariant subspace. They are orthogonal to the last $m$ columns of $W$, and the last $m$ columns of $U$ are orthogonal to the first $n$ of $W$. So $W^\dagger U$ is block diagonal, and $U=W\,\mathrm{diag}(u_+,u_-)$ with unitary $u_\pm$. This freedom rotates the basis inside each space and leaves the energies unchanged.

## The free particle

For $V=0$, write $K=H_{SL}$ for the matrix of $c\,\boldsymbol\sigma\cdot\mathbf p$. Then $H_{LL}=0$, $H_{SS}=-2c^2$, and

$$Q=K-2c^2X-XK^\dagger X .$$

Try $X_0=Kg$ with $g=[c^2+(c^4+K^\dagger K)^{1/2}]^{-1}$. Since $g$ commutes with $K^\dagger K$,

$$Q=K\left[1-2c^2g-g^2K^\dagger K\right].$$

On an eigenvector of $K^\dagger K$ with eigenvalue $k^2$, let $e=(c^4+k^2)^{1/2}$. Then $g=1/(e+c^2)$ and $k^2=(e-c^2)(e+c^2)$, so

$$2c^2g+g^2k^2=\frac{2c^2}{e+c^2}+\frac{e-c^2}{e+c^2}=1,$$

and $Q=0$. The upper energy is $L=K^\dagger X_0\to k^2/(e+c^2)=e-c^2$, the relativistic kinetic energy when $k=cp$. The singular values of $X_0$ are $k/(e+c^2)<1$. For $k\ll c^2$ they approach $k/2c^2=p/2c$, so the lower component is small at low momentum.

## Approximate solutions and Newton's method

Replacing $X$ by $X+D$ and collecting terms gives

$$Q(X+D)=Q(X)+(H_{SS}-XH_{LS})D-D(H_{LL}+H_{LS}X)-DH_{LS}D .$$

If $X$ is a solution and $D$ its error, the residual, and by Lemma 2 the coupling, is of first order in $D$. The upper-block energies err only in second order. The overlap of the exact lower space with the new upper space is $R_-(-X,\;1)(1;\,X+D)R_+'=R_-DR_+'$, where $R_+'$ belongs to $X+D$. The new upper block is therefore the exact $H_+$ in a rotated basis, plus terms at least quadratic in $D$. In the random-matrix test, halving $D$ reduced the coupling by a factor 2.000 and the error of the lowest upper energy by 4.000.

The lowest upper energy for any $X$ also obeys a bound. The eigenvectors of the $m+1$ lowest eigenvalues of $H$ span a space that meets the $n$-dimensional space of vectors $(u,Xu)$ in at least one direction, since $(m+1)+n$ exceeds $m+n$ by one. A normalized vector there has energy at most the $(m+1)$th eigenvalue of $H$, and at least the lowest upper-block energy. With $m$ negative-energy states, an inexact $X$ therefore puts the lowest electronic level at or below its value in the full matrix.

Newton's method chooses $D$ so that the terms up to first order cancel:

$$(H_{SS}-XH_{LS})D-D(H_{LL}+H_{LS}X)=-Q(X).$$

This linear equation has a unique solution when the two matrices in parentheses share no eigenvalue. The new residual is $-DH_{LS}D$. Neither convergence from an arbitrary start nor arrival at the electronic solution is guaranteed, so the spectrum must be checked.

## The 1s level of one-electron mercury

Take $Z=80$, a point nucleus with $V=-Z/r$, and $c=137.035999$. The upper basis has 24 s-type Gaussians $f_i$ with exponents from $60$ to $4.507\times10^9$ bohr$^{-2}$. The lower basis consists of the functions $\boldsymbol\sigma\cdot\mathbf p\,f_i$ (restricted kinetic balance). Here $n=m=24$, and the program confirms that 24 eigenvalues lie above $-c^2$, so the electronic $X$ exists.

**Analytic reference.** For a constant spinor $s$, set $\phi=f(r)s$ and $\chi=i\,g(r)\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,s$. Since $\mathbf p=-i\nabla$, the Dirac equations become

$$c\left(g'+\frac{2g}{r}\right)=\left(E+\frac Zr\right)f,\qquad -cf'=\left(E+2c^2+\frac Zr\right)g .$$

Insert $f=r^{\gamma-1}e^{-Zr}$ and $g=qf$. The $1/r$ terms give $cq(\gamma+1)=Z$ and $c(1-\gamma)=Zq$, hence $\gamma=(1-Z^2/c^2)^{1/2}$ and $q^2=(1-\gamma)/(1+\gamma)$. The constant terms give $E=-cqZ=-Z^2/(1+\gamma)=c^2(\gamma-1)$ and $cZ=(E+2c^2)q$; the latter holds because $E+2c^2=c^2(1+\gamma)$. The lower-component weight is $q^2/(1+q^2)=(1-\gamma)/2$. With $\gamma=0.811906$ the energy is $-3532.192$ hartree and the weight $0.094047$.

**Iteration.** Newton's method, started from the free-particle $X_0$, gives the following values, all in hartree.

| Step | Coupling norm | Lowest upper energy |
|---|---|---|
| 0 | $2.3\times10^6$ | $-3686.409$ |
| 1 | $1.9\times10^5$ | $-3534.186$ |
| 2 | $3.0\times10^3$ | $-3532.189$ |
| 3 | $1.9$ | $-3532.187$ |
| 5 | $3.8\times10^{-9}$ | $-3532.187$ |

The norm measures the strongest coupling between any two directions of the two spaces, not that of the 1s state alone. It should be compared with $\|H\|=3.4\times10^7$ hartree. The energies approach the result from below, as the bound requires. The free-particle $X_0$ leaves an error of $-154.222$ hartree relative to the full matrix in this basis ($-154.256$ in a larger basis of 46 Gaussians with exponents from $20$ to $6.1\times10^{12}$ bohr$^{-2}$): $X$ must respond to the nuclear potential.

The converged $X$ agrees with $C_SC_L^{-1}$ to $7\times10^{-14}$ in norm. The decoupled 1s energy is $-3532.187$ hartree, about $-96$ keV, equal to that of the full matrix at the printed precision. These digits serve the comparison within the point-nucleus model; the real ion, with a finite nucleus and radiative corrections, is not described to this precision. A Gaussian nuclear charge of rms radius 5.46 fm alone raises the level by about 2 hartree. The decoupled point-nucleus energy lies $0.005$ hartree above the analytic value. That difference belongs to the finite basis, not to the decoupling: it falls to $0.00001$ hartree in the 46-function basis. The lower-component weight obtained from $X$ is $0.094047$.

The largest singular value of $X$ is $1.212$, whereas that of $X_0$ is $0.999$. The first number depends on the tightest exponents and is not converged; it is $1.245$ in the 46-function basis. The free-particle bound of 1 thus does not carry over to the matrix of this potential in this basis. Some vector in the electronic space has lower weight $1.212^2/(1+1.212^2)\approx0.60$, so "small component" is not a valid description of every direction in that space.

**Omitting the renormalizers.** The matrix $F=(1,X^\dagger)H(1;X)=R_+^{-1}H_+R_+^{-1}$ belongs to the equation $Fu=E(1+X^\dagger X)u$. Treating it as an ordinary Hamiltonian replaces the metric by 1. Its lowest eigenvalue is then $-3927.042$ hartree, an error of $-394.855$ hartree relative to the full matrix ($-3927.049$ and $-394.857$ in the 46-function basis).

The sign and scale follow from a trial vector. Let $w$ be the normalized 1s eigenvector of $H_+$ and $u=R_+w$, its upper component. Then $u^\dagger Fu=E$, while $u^\dagger u=1-0.094047$. The lowest eigenvalue of $F$ can be no higher than $-3532.187/0.905953\approx-3898.9$ hartree. The actual value lies lower still because $F$ has its own optimum vector. The numerical check below asserts the general matrix identities and, for this case, that the lowest eigenvalue of $F$ lies more than 1 hartree below the full-matrix energy; the printed value also lies below the trial-vector bound.

## Computed results

```
2x2: H_LL, H_LS, H_SS = 0.0 2.0 -3.0 hartree
2x2: root x = 0.5000, Rp = 0.894427
     upper, lower energy = 1.0000 -4.0000 hartree
2x2: root x = -2.0000, Rp = 0.447214
     upper, lower energy = -4.0000 1.0000 hartree
2x2: trial x = 0.40: Q = 0.480000 hartree
     off-diagonal = 0.413793 hartree
random 4+3: unitarity error = 2.6e-14
random 4+3: error of off = Rm Q Rp: 5.3e-15 hartree
random 4+3: Riccati solutions found = 35
random 4+3: largest off-diagonal norm = 9.0e-15 hartree
halving the error of X: coupling falls by 2.000
halving the error of X: energy error falls by 4.000
ion: Z = 80, c = 137.035999 a.u.
ion: 24 Gaussians, exponents 60.0 to 4.507e+09 bohr^-2
ion: spectral norm of H = 3.401e+07 hartree
Newton: step, off-diagonal norm / hartree, lowest upper energy / hartree
   0  2.266e+06  -3686.408624
   1  1.923e+05  -3534.186383
   2  2.980e+03  -3532.188923
   3  1.921e+00  -3532.186996
   4  1.603e-06  -3532.186996
   5  3.783e-09  -3532.186996
ion: |X(Newton) - X(eigenvectors)| = 6.6e-14
ion: largest singular value of X = 1.212423
ion: largest singular value of free X = 0.999286
ion: 1s energy, full matrix = -3532.186996 hartree
ion: 1s energy, decoupled block = -3532.186996 hartree
ion: 1s energy, decoupled block = -96115.70 eV
ion: 1s energy, analytic Dirac = -3532.192093 hartree
ion: basis error = 0.005097 hartree
ion: nonrelativistic 1s energy = -3200.0 hartree
ion: error with free-particle X = -154.221628 hartree
ion: 1s energy without renormalizers = -3927.042 hartree
ion: error without renormalizers = -394.855 hartree
ion: gamma = 0.811906
ion: small-component weight from X = 0.094047
ion: small-component weight, analytic = 0.094047
```
